**Band-unfolding weights with and without PAW augmentation**

The program treats a doubled one-dimensional cell with two identical atoms and a hump potential that breaks the primitive period. `W_k` is the all-electron weight at primitive wave number k, `Wps_k` the weight from pseudo coefficients alone, `N` their sum over the two wave numbers, and `s_k = W_k/Wps_k`, which the program evaluates with the augmented weight (`Wps_k` plus the augmentation term) in place of `W_k`. It asserts that `Wps_k` plus the augmentation term reproduces weights from a separate all-electron diagonalization, within 1e-5 for the two states at reference energies and 5e-3 for the state between them. It also asserts, within the same tolerances, that the error of the renormalized weight at k1 equals `Wps_1 Wps_2 (s_1 - s_2)/N`. Further assertions cover the translation projector in real space, the duality of the projectors and the symmetry of the nonlocal matrix. Two exact cases are asserted as well: a state of the unperturbed crystal, and a nondegenerate state at K = π/(2a). The output shows a renormalization error of 0.0077 for the third state, although its pseudo weights already add to 0.955. For the first state the pseudo sum is only 0.678, but the error is 0.0009.

## Numerical check

```python
"""Band-unfolding weights of a doubled 1D cell in the PAW / ultrasoft scheme.

Result under test, for two identical atoms on ideal sites R = 0 and R = a:
  W_k = Wps_k + (1/2) sum_ij q_ij conj(C_i(k)) C_j(k),
  C_i(k) = sum_R exp(-i k R) <p_i^R | pseudo state>,
  W_1 - Wps_1/N = Wps_1 Wps_2 (s_1 - s_2)/N,  N = Wps_1 + Wps_2,
with W_k the all-electron weight at primitive wave number k, Wps_k the sum
of squared pseudo coefficients, q_ij the augmentation charges, and
s_k = W_k/Wps_k. The two wave numbers are k1 = K and k2 = K + pi/a.
The all-electron weights come from a separate plane-wave diagonalization.
Lengths are in nm and energies in eV.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.linalg import eig, eigh

kinetic = const.hbar**2 / (2 * const.m_e) / const.e * 1e18   # eV nm^2
a = 0.30
L = 2 * a
r_c = 0.10
well_depth, well_half_width = 30.0, 0.04
hump_height, hump_half_width = 8.0, 0.05
sites = np.array([0.0, a])
n_full, n_pseudo = 100, 50

unit_nodes, unit_weights = np.polynomial.legendre.leggauss(160)


def shape(u):
    return np.where(np.abs(u) < 1, (1 - u**2)**3, 0.0)


def shape_matrix(n_max, height, half_width, center):
    """Plane-wave matrix of height*shape((x-center)/half_width)."""
    diff = np.arange(-2 * n_max, 2 * n_max + 1)
    G = 2 * np.pi * diff / L
    integral = np.cos(np.outer(G * half_width, unit_nodes)) @ (
        unit_weights * shape(unit_nodes))
    v = height * half_width / L * integral * np.exp(-1j * G * center)
    n = np.arange(2 * n_max + 1)
    return v[n[:, None] - n[None, :] + 2 * n_max]


def wave_numbers(K, n_max):
    return K + 2 * np.pi * np.arange(-n_max, n_max + 1) / L


def class_weights(coeff):
    """Squared coefficients summed over the classes of k1 and k2."""
    n_max = (len(coeff) - 1) // 2
    odd = np.arange(-n_max, n_max + 1) % 2
    density = np.abs(coeff)**2
    return np.array([density[odd == 0].sum(), density[odd == 1].sum()])


def all_electron(K, hump):
    H = np.diag(kinetic * wave_numbers(K, n_full)**2).astype(complex)
    for R in sites:
        H += shape_matrix(n_full, -well_depth, well_half_width, R)
    H += shape_matrix(n_full, hump, hump_half_width, a / 2)
    return eigh(H)


def make_dataset(energies):
    """Even and odd partial waves, projectors, q and D for one atom."""
    x = 0.5 * r_c * (unit_nodes + 1)
    dx = 0.5 * r_c * unit_weights
    u = x / r_c
    phi, phi_ps, chi, parity, eps = [], [], [], [], []
    for par in (0, 1):
        for e in energies:
            def rhs(t, y):
                v = -well_depth * shape(t / well_half_width)
                return [y[1], (v - e) / kinetic * y[0]]
            start = [1.0, 0.0] if par == 0 else [0.0, 1 / r_c]
            sol = solve_ivp(rhs, (0, r_c), start, method="DOP853",
                            t_eval=np.append(x, r_c), rtol=1e-11,
                            atol=1e-12, max_step=r_c / 100)
            value, slope = sol.y[:, -1]
            m = par + np.array([0, 2, 4])
            match = np.array([np.ones(3), m, m * (m - 1)])
            target = [value, slope * r_c, -e * r_c**2 / kinetic * value]
            c = np.linalg.solve(match, target)
            smooth = sum(cj * u**mj for cj, mj in zip(c, m))
            second = sum(cj * mj * (mj - 1) * u**(mj - 2.0)
                         for cj, mj in zip(c, m)) / r_c**2
            phi.append(sol.y[0, :-1])
            phi_ps.append(smooth)
            chi.append(e * smooth + kinetic * second)
            parity.append(par)
            eps.append(e)
    phi, phi_ps, chi = map(np.array, (phi, phi_ps, chi))
    parity, eps = np.array(parity), np.array(eps)
    same = parity[:, None] == parity[None, :]

    def overlap(f, g):
        return np.where(same, 2 * (f * dx) @ g.T, 0.0)

    B = overlap(phi_ps, chi)
    q = overlap(phi, phi) - overlap(phi_ps, phi_ps)
    D = B + q * eps[None, :]
    proj = np.linalg.inv(B).T @ chi
    duality = np.abs(overlap(proj, phi_ps) - np.eye(len(eps))).max()
    asymmetry = np.abs(D - D.T).max() / np.abs(D).max()
    assert duality < 1e-8
    assert asymmetry < 1e-7          # Hermiticity follows from matching
    return dict(x=x, dx=dx, proj=proj, parity=parity, q=q,
                D=0.5 * (D + D.T), norm_ae=np.diag(overlap(phi, phi)),
                norm_ps=np.diag(overlap(phi_ps, phi_ps)))


def pseudo_state(K, hump, data, target_energy):
    """Pseudo state nearest target_energy; returns energy and weights."""
    k = wave_numbers(K, n_pseudo)
    arg = np.outer(k, data["x"])
    even = 2 * np.cos(arg) @ (data["proj"] * data["dx"]).T
    odd = -2j * np.sin(arg) @ (data["proj"] * data["dx"]).T
    single = np.where(data["parity"] == 0, even, odd) / np.sqrt(L)
    beta = [np.exp(-1j * k * R)[:, None] * single for R in sites]
    H = np.diag(kinetic * k**2).astype(complex)
    H += shape_matrix(n_pseudo, hump, hump_half_width, a / 2)
    S = np.eye(len(k), dtype=complex)
    for b in beta:
        H += b @ data["D"] @ b.conj().T
        S += b @ data["q"] @ b.conj().T
    values, vectors = eig(H, S)
    pick = np.argmin(np.abs(values - target_energy))
    c = vectors[:, pick]
    norm = np.vdot(c, S @ c).real
    assert norm > 0 and abs(values[pick].imag) < 1e-7
    c = c / np.sqrt(norm)
    raw = class_weights(c)
    projections = [b.conj().T @ c for b in beta]
    augmentation = []
    for k_prim in (K, K + np.pi / a):
        C = sum(np.exp(-1j * k_prim * R) * p
                for R, p in zip(sites, projections))
        augmentation.append(0.5 * np.vdot(C, data["q"] @ C).real)
    return values[pick].real, raw, np.array(augmentation)


# All-electron reference at a general supercell wave number
K = 0.35 * np.pi / a
E_full, states = all_electron(K, hump_height)
data = make_dataset([E_full[0], E_full[2]])

# Coefficient sums against the translation projector in real space
grid = np.arange(512) * L / 512
k_full = wave_numbers(K, n_full)
for j in range(3):
    psi = np.exp(1j * np.outer(grid, k_full)) @ states[:, j] / np.sqrt(L)
    moved = np.exp(1j * np.outer(grid + a, k_full)) @ states[:, j] / np.sqrt(L)
    shift = np.vdot(psi, moved) * L / 512
    direct = [0.5 * (1 + (np.exp(-1j * kp * a) * shift).real)
              for kp in (K, K + np.pi / a)]
    assert np.allclose(direct, class_weights(states[:, j]), atol=1e-10)

print(f"hbar^2/(2m) = {kinetic:.6f} eV nm^2")
print(f"a = {a:.2f} nm, supercell = {L:.2f} nm, r_c = {r_c:.2f} nm")
print(f"well: depth {well_depth:.1f} eV, half-width {well_half_width:.2f} nm")
print(f"hump: height {hump_height:.1f} eV, half-width {hump_half_width:.2f} nm")
print(f"K = k1 = {K:.5f} 1/nm, k2 = {K + np.pi / a:.5f} 1/nm")
print(f"plane waves: all-electron {2*n_full+1}, pseudo {2*n_pseudo+1}")
print("sphere norm ratio all-electron/pseudo (dimensionless):")
ratio = data["norm_ae"] / data["norm_ps"]
print(f"  even, energies 1 and 3: {ratio[0]:.4f}, {ratio[1]:.4f}")
print(f"  odd,  energies 1 and 3: {ratio[2]:.4f}, {ratio[3]:.4f}")

renormalization_errors = []
for j in range(3):
    true = class_weights(states[:, j])
    E_ps, raw, aug = pseudo_state(K, hump_height, data, E_full[j])
    N = raw.sum()
    renorm = raw / N
    full = raw + aug
    s = full / raw
    predicted = raw[0] * raw[1] * (s[0] - s[1]) / N
    error = true[0] - renorm[0]
    # State 2 is not at a reference energy: partial-wave truncation remains
    weight_tol, energy_tol = (5e-3, 5e-2) if j == 1 else (1e-5, 1e-4)
    assert abs(E_ps - E_full[j]) < energy_tol
    assert np.abs(full - true).max() < weight_tol
    assert abs(error - predicted) < weight_tol
    renormalization_errors.append(abs(error))
    print(f"state {j+1}: E all-electron {E_full[j]:.5f} eV, "
          f"pseudo {E_ps:.5f} eV")
    print(f"  raw pseudo weights k1, k2: {raw[0]:.6f}, {raw[1]:.6f}; "
          f"sum {N:.6f}")
    print(f"  augmentation k1, k2: {aug[0]:.6f}, {aug[1]:.6f}")
    print(f"  augmented weights k1, k2: {full[0]:.6f}, {full[1]:.6f}")
    print(f"  all-electron weights k1, k2: {true[0]:.6f}, {true[1]:.6f}")
    print(f"  renormalized weights k1, k2: {renorm[0]:.6f}, {renorm[1]:.6f}")
    print(f"  s1, s2: {s[0]:.6f}, {s[1]:.6f}")
    print(f"  W1 - w1: measured {error:.6f}, from s1-s2 {predicted:.6f}")
assert max(renormalization_errors) > 1e-3

# Exact case: no hump, so each nondegenerate state has one component
E_ideal, ideal = all_electron(K, 0.0)
true = class_weights(ideal[:, 0])
_, raw, aug = pseudo_state(K, 0.0, data, E_ideal[0])
assert np.allclose(raw / raw.sum(), true, atol=1e-9)
assert abs(raw.sum() - 1) > 1e-3
print(f"no hump, state 1: raw sum {raw.sum():.6f}, "
      f"renormalized k1 {raw[0] / raw.sum():.6f}, true {true[0]:.6f}")

# Exact case: k2 equivalent to -k1, nondegenerate state
K_edge = np.pi / (2 * a)
E_edge, edge = all_electron(K_edge, hump_height)
assert E_edge[1] - E_edge[0] > 1e-2
true = class_weights(edge[:, 0])
_, raw, aug = pseudo_state(K_edge, hump_height, data, E_edge[0])
s = (raw + aug) / raw
assert np.allclose(true, 0.5, atol=1e-8)
assert np.allclose(raw / raw.sum(), true, atol=1e-7)
assert abs(s[0] - s[1]) < 1e-6 and abs(s[0] - 1) > 1e-3
print(f"K = pi/(2a) = {K_edge:.5f} 1/nm: gap of states 1, 2 "
      f"{E_edge[1] - E_edge[0]:.5f} eV")
print(f"  state 1: raw sum {raw.sum():.6f}, s1 {s[0]:.6f}, s2 {s[1]:.6f}")
print(f"  renormalized k1 {raw[0] / raw.sum():.6f}, true {true[0]:.6f}")

print("done: every assertion held")
```

Output:

```
hbar^2/(2m) = 0.038100 eV nm^2
a = 0.30 nm, supercell = 0.60 nm, r_c = 0.10 nm
well: depth 30.0 eV, half-width 0.04 nm
hump: height 8.0 eV, half-width 0.05 nm
K = k1 = 3.66519 1/nm, k2 = 14.13717 1/nm
plane waves: all-electron 201, pseudo 101
sphere norm ratio all-electron/pseudo (dimensionless):
  even, energies 1 and 3: 1.5497, 2.0794
  odd,  energies 1 and 3: 1.0079, 1.0160
state 1: E all-electron -5.72650 eV, pseudo -5.72650 eV
  raw pseudo weights k1, k2: 0.659556, 0.018487; sum 0.678043
  augmentation k1, k2: 0.314075, 0.007882
  augmented weights k1, k2: 0.973631, 0.026369
  all-electron weights k1, k2: 0.973631, 0.026369
  renormalized weights k1, k2: 0.972734, 0.027266
  s1, s2: 1.476192, 1.426320
  W1 - w1: measured 0.000897, from s1-s2 0.000897
state 2: E all-electron -5.18979 eV, pseudo -5.18977 eV
  raw pseudo weights k1, k2: 0.016546, 0.631098; sum 0.647644
  augmentation k1, k2: 0.009172, 0.343184
  augmented weights k1, k2: 0.025718, 0.974282
  all-electron weights k1, k2: 0.025718, 0.974282
  renormalized weights k1, k2: 0.025548, 0.974452
  s1, s2: 1.554355, 1.543788
  W1 - w1: measured 0.000170, from s1-s2 0.000170
state 3: E all-electron 6.07787 eV, pseudo 6.07787 eV
  raw pseudo weights k1, k2: 0.088139, 0.867123; sum 0.955262
  augmentation k1, k2: 0.011796, 0.032942
  augmented weights k1, k2: 0.099935, 0.900065
  all-electron weights k1, k2: 0.099935, 0.900065
  renormalized weights k1, k2: 0.092267, 0.907733
  s1, s2: 1.133830, 1.037990
  W1 - w1: measured 0.007668, from s1-s2 0.007668
no hump, state 1: raw sum 0.685111, renormalized k1 1.000000, true 1.000000
K = pi/(2a) = 5.23599 1/nm: gap of states 1, 2 0.18810 eV
  state 1: raw sum 0.671269, s1 1.489715, s2 1.489715
  renormalized k1 0.500000, true 0.500000
done: every assertion held
```
